# The Hubbard atom at half filling: double occupancy, entropy and specific heat: verification in Python

```python
# Hubbard atom at mu = U/2 (U > 0), grand-canonical ensemble.
# Results under test, with x = U/(2 kB T) and y = x/2:
#   double occupancy  D = 1/(2 + 2 exp(x))
#   entropy           S/kB = ln2 + ln(1+exp(-x)) + x/(1+exp(x)), ln4 -> ln2
#   specific heat     C/kB = y^2/cosh(y)^2, one maximum at y tanh(y) = 1,
#                     of height y^2 - 1, at kB T = U/(4 y)
# U: repulsion, mu: chemical potential, K = H - mu N.
# Energies in meV, temperatures in K, S and C in units of kB.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import entr

kB = constants.k / constants.e * 1e3   # meV/K
U = 2.0                                # meV, chosen model parameter

# Fermion operators on the four-dimensional Fock space
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
c_up = np.kron(lower, np.eye(2))
c_dn = np.kron(parity, lower)
assert np.allclose(c_up @ c_dn + c_dn @ c_up, 0)
assert np.allclose(c_up @ c_dn.T + c_dn.T @ c_up, 0)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
number_op = n_up + n_dn
double_op = n_up @ n_dn


def thermal(T, mu=U / 2):
    """Mean number, double occupancy, entropy, specific heat at fixed mu."""
    levels, vecs = np.linalg.eigh(U * double_op - mu * number_op)
    weights = np.exp(-(levels - levels.min()) / (kB * T))
    p = weights / weights.sum()
    rho = (vecs * p) @ vecs.T
    variance = np.sum(p * (levels - p @ levels) ** 2)
    return (np.trace(rho @ number_op), np.trace(rho @ double_op),
            entr(p).sum(), variance / (kB * T) ** 2)


def x_of(T):
    return U / (2 * kB * T)


def D_formula(T):
    return 1 / (2 + 2 * np.exp(x_of(T)))


def S_formula(T):
    x = x_of(T)
    return np.log(2) + np.log1p(np.exp(-x)) + x / (1 + np.exp(x))


def C_formula(T):
    y = x_of(T) / 2
    return (y / np.cosh(y)) ** 2


def D_fixed_filling(T):
    """Double occupancy with mu solved afresh so that the mean number is 1."""
    mu = brentq(lambda m: thermal(T, m)[0] - 1, -U, 2.5 * U, xtol=1e-13)
    return thermal(T, mu)[1]


# Spectrum: two doublets split by U/2, while the charge gap is U
K_levels = np.linalg.eigvalsh(U * double_op - U / 2 * number_op)
assert np.allclose(K_levels, [-U / 2, -U / 2, 0, 0])

# Closed formulas against thermal averages from diagonalization
temperatures = [1.0, 2.0, 5.0, 10.0, 20.0, 100.0]
for T in temperatures:
    N, D, S, C = thermal(T)
    assert abs(N - 1) < 1e-12
    assert abs(D / D_formula(T) - 1) < 1e-9
    assert abs(S - S_formula(T)) < 1e-12
    assert abs(C / C_formula(T) - 1) < 1e-9
    # C = dS/dlnT by central difference
    h = 1e-4
    slope = (thermal(T * np.exp(h))[2] - thermal(T * np.exp(-h))[2]) / (2 * h)
    assert abs(slope - C_formula(T)) < 1e-6

# Specific heat at fixed mean filling, C = U dD/dT
for T in [2.0, 5.0, 10.0, 20.0]:
    dT = 1e-3 * T
    dD = D_fixed_filling(T + dT) - D_fixed_filling(T - dT)
    assert abs(U * dD / (2 * dT) / kB - C_formula(T)) < 1e-5

# Limits of the entropy and the entropy released on cooling
T_low, T_high = 0.1, 1e5
S_low, S_high = thermal(T_low)[2], thermal(T_high)[2]
assert abs(S_low - np.log(2)) < 1e-8
assert abs(S_high - np.log(4)) < 1e-8
released = quad(lambda u: thermal(np.exp(u))[3],
                np.log(T_low), np.log(T_high), limit=200)[0]
assert abs(released - np.log(2)) < 1e-7

# Tails of the specific heat
assert abs(thermal(1000.0)[3] / (U / (4 * kB * 1000.0)) ** 2 - 1) < 1e-4
x1 = x_of(1.0)
assert abs(thermal(1.0)[3] / (x1 ** 2 * np.exp(-x1)) - 1) < 1e-4

# Peak: root condition against direct maximization of the fluctuations
y_peak = brentq(lambda y: y * np.tanh(y) - 1, 0.5, 3.0, xtol=1e-14)
T_peak = U / (4 * y_peak * kB)
search = minimize_scalar(lambda T: -thermal(T)[3], bounds=(1.0, 20.0),
                         method="bounded", options={"xatol": 1e-9})
assert abs(search.x / T_peak - 1) < 1e-5   # flat maximum limits precision
assert abs(-search.fun - (y_peak ** 2 - 1)) < 1e-10

# Exactly one maximum over four decades of temperature
scan = np.array([thermal(T)[3] for T in np.geomspace(0.3, 3000.0, 400)])
rising = np.diff(scan) > 0
assert rising[0] and not rising[-1]
assert np.count_nonzero(rising[1:] != rising[:-1]) == 1

N_pk, D_pk, S_pk, C_pk = thermal(T_peak)
print(f"U = {U:.1f} meV, mu = {U / 2:.1f} meV")
print(f"kB = {kB:.6f} meV/K")
print("levels of K (meV):", " ".join(f"{e:.1f}" for e in K_levels))
print(f"splitting of the doublets = {K_levels[2] - K_levels[1]:.1f} meV")
print(f"ln 2 = {np.log(2):.5f}, ln 4 = {np.log(4):.5f}")
print(f"S at {T_low:.1f} K = {S_low:.5f} kB")
print(f"S at {T_high:.0f} K = {S_high:.5f} kB")
print(f"integral of C/T over this range = {released:.5f} kB")
print(f"root of y tanh y = 1: y = {y_peak:.5f}")
print(f"x at peak = {2 * y_peak:.5f}")
print(f"kB T_peak / U = {1 / (4 * y_peak):.5f}")
print(f"kB T_peak = {kB * T_peak:.4f} meV")
print(f"T_peak from root condition = {T_peak:.4f} K")
print(f"T_peak from direct maximization = {search.x:.4f} K")
print(f"C at peak = {C_pk:.5f} kB")
print(f"D at peak = {D_pk:.5f}")
print(f"upper-doublet probability at peak = {2 * D_pk:.5f}")
print(f"S at peak = {S_pk:.5f} kB")
print(f"mean electron number at peak = {N_pk:.5f}")
print("T (K)    x         D           S (kB)    C (kB)")
for T in temperatures:
    N, D, S, C = thermal(T)
    print(f"{T:5.0f}  {x_of(T):8.4f}  {D:.4e}  {S:.5f}  {C:.5f}")
print("checks complete")
```

Printed output:

```
U = 2.0 meV, mu = 1.0 meV
kB = 0.086173 meV/K
levels of K (meV): -1.0 -1.0 0.0 0.0
splitting of the doublets = 1.0 meV
ln 2 = 0.69315, ln 4 = 1.38629
S at 0.1 K = 0.69315 kB
S at 100000 K = 1.38629 kB
integral of C/T over this range = 0.69315 kB
root of y tanh y = 1: y = 1.19968
x at peak = 2.39936
kB T_peak / U = 0.20839
kB T_peak = 0.4168 meV
T_peak from root condition = 4.8365 K
T_peak from direct maximization = 4.8365 K
C at peak = 0.43923 kB
D at peak = 0.04161
upper-doublet probability at peak = 0.08322
S at peak = 0.97972 kB
mean electron number at peak = 1.00000
T (K)    x         D           S (kB)    C (kB)
    1   11.6045  4.5623e-06  0.69326  0.00123
    2    5.8023  1.5058e-03  0.71364  0.10108
    5    2.3209  4.4703e-02  0.99431  0.43854
   10    1.1605  1.1929e-01  1.24259  0.24464
   20    0.5802  1.7944e-01  1.34592  0.07746
  100    0.1160  2.3551e-01  1.38461  0.00336
checks complete
```
